# No lower bound in variational calculations with the Breit-Pauli Hamiltonian: test program

```python
# Result under test (hartree atomic units, c = 1/alpha): for one electron and a point
# nucleus Z, H = p^2/2 - Z/r - p^4/(8c^2) + (pi Z/2c^2) delta(r) is unbounded below.
# For psi_a = (2a/pi)^(3/4) exp(-a r^2), a = c^2 s^2, g = (Z/c) sqrt(2/pi):
#   E/c^2 = 1.5 s^2 - (15/8) s^4 - g (2s - s^3), barrier near a = 2c^2/5.
# First-order use of the two 1/c^2 terms reproduces the Dirac 1s shift -Z^4/(8c^2).
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure, physical_constants
from scipy.optimize import minimize_scalar, brentq
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.stats import chi2

c = 1 / fine_structure
c2 = c * c
keV = physical_constants["Hartree energy in eV"][0] / 1000
kappa = np.sqrt(2 / np.pi)

def show(label, value, unit="", fmt=".7g"):
    print(f"{label}: {value:{fmt}} {unit}")

def elements(a, b, pi=np.pi):
    """Derived formulas: overlap, kinetic, 1/r, p^4, delta."""
    mu = a * b / (a + b)
    S = (2 * (a * b) ** 0.5 / (a + b)) ** 1.5
    return (S, 3 * mu * S, 2 * ((a + b) / pi) ** 0.5 * S, 60 * mu**2 * S,
            ((a + b) / pi) ** 1.5 * S)

r, A, B = sp.symbols("r A B", positive=True)
fa, fb = sp.exp(-A * r**2), sp.exp(-B * r**2)
lap = lambda f: sp.diff(f, r, 2) + 2 * sp.diff(f, r) / r
integrands = sp.lambdify((r, A, B), [fa * fb, -fa * lap(fb) / 2, fa * fb / r,
    lap(fa) * lap(fb), -lap(fa * fb) / (4 * sp.pi * r)], "numpy")
nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = 4 * (nodes + 1), 4 * weights   # interval [0, 8]

def elements_quad(a, b):
    """Definitions by radial quadrature; delta from -(1/4pi) int (1/r) lap(density)."""
    L = (a + b) ** -0.5
    w = 4 * np.pi * (nodes * L) ** 2 * weights * L * (4 * a * b / np.pi**2) ** 0.75
    return [float(w @ f) for f in integrands(nodes * L, a, b)]

def ham(e, Z, darwin=1):
    return e[1] - Z * e[2] - e[3] / (8 * c2) + darwin * np.pi * Z * e[4] / (2 * c2)

E_quad = lambda a, Z, darwin=1: ham(elements_quad(a, a), Z, darwin)
def E_scaled(a, Z):
    s, g = np.sqrt(a) / c, Z / c * kappa
    return c2 * (1.5 * s**2 - 15 / 8 * s**4 - g * (2 * s - s**3))

for a, b in [(0.3, 0.3), (0.5, 7.0), (7500.0, 7500.0), (0.283, 1e5)]:
    assert np.allclose(elements(a, b), elements_quad(a, b), rtol=1e-8, atol=0)
for a, Z in [(0.3, 1), (5e3, 40), (1e6, 90)]:
    assert abs(E_scaled(a, Z) / E_quad(a, Z) - 1) < 1e-10

def stationary(Z):
    g = Z / c * kappa
    roots = np.sort(np.roots([7.5, -3 * g, -3, 2 * g]).real)
    return c2 * roots[1] ** 2, c2 * roots[2] ** 2

def extremum(Z, lo, hi, sign):
    res = minimize_scalar(lambda t: sign * E_quad(np.exp(t), Z), method="bounded",
                          bounds=(np.log(lo), np.log(hi)), options={"xatol": 1e-10})
    return np.exp(res.x)

Z = 1
g, s0 = Z / c * kappa, np.sqrt(0.4)
a_min, a_bar = stationary(Z)
# location of an extremum is limited to about sqrt(rounding error)
assert abs(extremum(Z, 0.01, 10, 1) / a_min - 1) < 1e-5
assert abs(extremum(Z, 100, 1e5, -1) / a_bar - 1) < 1e-5
a_free = extremum(0, 100, 1e5, -1)
assert abs(a_free / (0.4 * c2) - 1) < 1e-5 and abs(E_quad(a_free, 0) / (0.3 * c2) - 1) < 1e-9
assert abs(brentq(E_quad, 1e4, 1e5, args=(0,)) / (0.8 * c2) - 1) < 1e-9
assert abs(a_min / (8 / (9 * np.pi)) - 1) < 1e-3
assert abs(E_quad(a_min, Z) + 4 / (3 * np.pi)) < 1e-4
first_s = lambda Z: s0 - 2 * Z / c * kappa / 15
err = [np.sqrt(stationary(z)[1]) / c - first_s(z) for z in (1, 2)]
assert abs(err[1] / err[0] - 4) < 0.1            # remainder is second order in g
E_bar, E_bar1 = E_quad(a_bar, Z), c2 * (0.3 - 1.6 * s0 * g)
assert abs(E_bar - E_bar1) < c2 * g * g
dirac = c2 * (np.sqrt(1 - Z * Z / c2) - 1)
a_cross = brentq(lambda a: E_quad(a, Z) - dirac, a_bar, 1e5)
assert abs(E_quad(2e9, Z) / E_quad(1e9, Z) - 4) < 1e-3   # fall as -a^2

show("c", c, "au", ".9g"); show("c^2", c2, "hartree"); show("g (Z=1)", g)
show("Z=0 barrier exponent 2c^2/5", 0.4 * c2, "bohr^-2")
show("Z=0 barrier height 3c^2/10", 0.3 * c2, "hartree")
show("Z=0 zero crossing 4c^2/5", 0.8 * c2, "bohr^-2")
show("nonrel. optimum a", 8 / (9 * np.pi), "bohr^-2")
show("nonrel. optimum E", -4 / (3 * np.pi), "hartree")
show("local minimum a", a_min, "bohr^-2"); show("local minimum E", E_quad(a_min, Z), "hartree")
show("s0", s0); show("barrier s, cubic", np.sqrt(a_bar) / c); show("barrier s, first order", first_s(Z))
show("barrier exponent", a_bar, "bohr^-2")
show("barrier exponent, first order", c2 * first_s(Z) ** 2, "bohr^-2")
e = elements_quad(a_bar, a_bar)
show("  kinetic", e[1], "hartree"); show("  Coulomb", -Z * e[2], "hartree")
show("  mass-velocity", -e[3] / (8 * c2), "hartree")
show("  Darwin", np.pi * Z * e[4] / (2 * c2), "hartree")
show("barrier energy", E_bar, "hartree"); show("barrier energy", E_bar * keV, "keV", ".5g")
show("barrier energy, first order", E_bar1, "hartree")
show("Dirac 1s energy", dirac, "hartree", ".9f")
show("exponent where E drops below Dirac", a_cross, "bohr^-2")
show("E at a = 1e6 bohr^-2", E_quad(1e6, Z), "hartree")

def turning_points(values):
    d = np.sign(np.diff(values))
    return int(np.sum(d[1:] != d[:-1]))
def Z_merge(u):
    return c / kappa * np.sqrt(u) * (3 - 7.5 * u) / (2 - 3 * u)
u_low, u_high = (12 - 2 * np.sqrt(21)) / 15, (12 + 2 * np.sqrt(21)) / 15
Z_low, Z_high, Z_nod = Z_merge(u_low), Z_merge(u_high), c / kappa * np.sqrt(2 / 15)
grid = c2 * np.linspace(0.01, 2.0, 1000) ** 2
for Zc, dw, below, above in [(Z_low, 1, 2, 0), (Z_nod, 0, 2, 0), (Z_high, 1, 0, 2)]:
    assert turning_points([E_quad(a, 0.998 * Zc, dw) for a in grid]) == below
    assert turning_points([E_quad(a, 1.002 * Zc, dw) for a in grid]) == above
show("merger s^2 with Darwin", u_low, "", ".5g"); show("critical Z with Darwin", Z_low, "", ".5g")
show("critical Z without Darwin", Z_nod, "", ".5g"); show("upper critical Z", Z_high, "", ".4g")

# spin-orbit radial factor <r^-3> of a p Gaussian grows only as a^(3/2)
r3 = lambda a: (quad(lambda x: x * np.exp(-2 * a * x * x), 0, 10)[0]
                / quad(lambda x: x**4 * np.exp(-2 * a * x * x), 0, 10)[0])
assert abs(r3(4.0) / r3(1.0) - 8) < 1e-6

# small admixture of a tight Gaussian to the local minimum
eps, b = 1e-3, 1e5
aa, ab, bb = elements_quad(a_min, a_min), elements_quad(a_min, b), elements_quad(b, b)
norm = aa[0] + 2 * eps * ab[0] + eps**2 * bb[0]
E_mix = (ham(aa, Z) + 2 * eps * ham(ab, Z) + eps**2 * ham(bb, Z)) / norm
dist = np.sqrt(2 - 2 * (aa[0] + eps * ab[0]) / np.sqrt(norm))
assert E_mix < dirac and dist < 1.001 * eps
print(f"admixture eps = {eps:g}, b = {b:g} bohr^-2")
show("  H_ab", ham(ab, Z), "hartree", ".5g"); show("  H_bb", ham(bb, Z), "hartree")
show("  overlap S_ab", ab[0], "", ".4g"); show("  norm distance", dist, "", ".4g")
show("  energy of mixture", E_mix, "hartree", ".6g")

# variational diagonalization in the basis 0.01 * 2^k
expo = 0.01 * 2.0 ** np.arange(28)
full = elements(expo[:, None], expo[None, :])
Hm, Sm = ham(full, Z), full[0]
spec = {n: eigh(Hm[:n, :n], Sm[:n, :n], eigvals_only=True) for n in range(8, 29)}
low = {n: v[0] for n, v in spec.items()}
assert all(low[n + 1] < low[n] + 1e-6 for n in range(8, 28))
assert abs(low[15] - dirac) < 1e-3
n_col = min(n for n in low if low[n] < -0.51)
assert expo[n_col - 2] < a_cross and low[28] < E_quad(expo[27], Z)
assert abs(low[28] / low[27] - 4) < 0.08
count = lambda n: int(np.sum(spec[n] < -0.6))
assert count(28) > count(n_col + 1) >= 1
for n in (n_col - 2, n_col - 1, n_col, n_col + 1, 28):
    print(f"N={n} a_max={expo[n-1]:.6g} bohr^-2: lowest {low[n]:.7g} hartree,"
          f" roots below -0.6: {count(n)}")
show("ratio lowest N=28 / N=27", low[28] / low[27], "", ".4g")

# momentum space: density ~ exp(-p^2/(2a)); untruncated relativistic kinetic energy
def p_mean(f, a):
    x = 1.5 * nodes
    w = x * x * np.exp(-x * x / 2) * weights
    return float(w @ f(x * np.sqrt(a)) / w.sum())
t_rel = lambda p: p * p / (1 + np.sqrt(1 + p * p / c2))
t_cut = lambda p: p * p / 2 - p**4 / (8 * c2)
assert abs(p_mean(lambda p: p**4, a_bar) / e[3] - 1) < 1e-10
assert abs(p_mean(lambda p: p * p / 2, a_bar) / e[1] - 1) < 1e-10
pg = np.linspace(1, 3 * c, 200001)
assert abs(pg[np.argmax(t_cut(pg))] ** 2 / (2 * c2) - 1) < 1e-4
assert abs(t_cut(pg).max() / (c2 / 2) - 1) < 1e-8 and abs(brentq(t_cut, c, 3 * c) - 2 * c) < 1e-8
assert abs((t_rel(1.0) - 0.5) / (-1 / (8 * c2)) - 1) < 1e-3
E_root = lambda a: p_mean(t_rel, a) - Z * elements_quad(a, a)[2]
assert turning_points([E_root(a) for a in np.logspace(-3, 10, 300)]) == 1
big = 1e8 * c2
assert abs(E_root(big) / ((c - Z) * 2 * np.sqrt(2 * big / np.pi)) - 1) < 1e-3
tail = quad(lambda x: kappa * x * x * np.exp(-x * x / 2), c / np.sqrt(a_bar), 30)[0]
assert abs(tail - chi2.sf(c2 / a_bar, 3)) < 1e-8
show("P(p > c) at barrier", tail, "", ".4f")
show("truncated kinetic at barrier", p_mean(t_cut, a_bar), "hartree", ".6g")
show("exact kinetic at barrier", p_mean(t_rel, a_bar), "hartree", ".6g")

# first-order use: exact 1s function, then the nonrelativistic state in a large basis
f1 = sp.exp(-r) / sp.sqrt(sp.pi)
assert sp.integrate(sp.expand(4 * sp.pi * r**2 * lap(f1) ** 2), (r, 0, sp.oo)) == 5
mp.mp.dps = 40
N = 41
ex = [mp.mpf(2) ** k / 100 for k in range(N)]
M = [mp.matrix(N, N) for _ in range(5)]
for i in range(N):
    for j in range(N):
        for m, v in zip(M, elements(ex[i], ex[j], mp.pi)):
            m[i, j] = v
H0 = M[1] - Z * M[2]
shifted, x = H0 + mp.mpf("0.5001") * M[0], mp.ones(N, 1)
for _ in range(4):
    x = mp.lu_solve(shifted, M[0] * x)
mean = lambda m: float((x.T * m * x)[0] / (x.T * M[0] * x)[0])
E0, p4, dl = mean(H0), mean(M[3]), mean(M[4])
mv, dar = -p4 / (8 * c2), np.pi * Z * dl / (2 * c2)
assert abs(E0 + 0.5) < 1e-6
# Gaussians lack the cusp, so p^4 and delta converge slowly
assert abs(p4 / 5 - 1) < 2e-3 and abs(dl * np.pi - 1) < 2e-3
assert abs((mv + dar) / (dirac + 0.5) - 1) < 1e-2
assert abs((dirac + 0.5) * 8 * c2 + 1) < 1e-3
print(f"first order, N={N}, a_max={float(ex[-1]):.4g} bohr^-2")
show("  E nonrel.", E0, "hartree", ".9f"); show("  <p^4>", p4, "bohr^-4", ".6g")
show("  pi <delta>", np.pi * dl, "bohr^-3", ".6g")
show("  mass-velocity", mv, "hartree", ".5e"); show("  Darwin", dar, "hartree", ".5e")
show("  sum", mv + dar, "hartree", ".4e"); show("  -1/(8c^2)", -1 / (8 * c2), "hartree", ".4e")
show("  Dirac + 1/2", dirac + 0.5, "hartree", ".4e")
show("  Dirac + 1/2", (dirac + 0.5) * keV * 1e6, "meV", ".4f")
print("finished without a failed check")
```

Printed output:

```
c: 137.035999 au
c^2: 18778.87 hartree
g (Z=1): 0.005822445 
Z=0 barrier exponent 2c^2/5: 7511.546 bohr^-2
Z=0 barrier height 3c^2/10: 5633.66 hartree
Z=0 zero crossing 4c^2/5: 15023.09 bohr^-2
nonrel. optimum a: 0.2829421 bohr^-2
nonrel. optimum E: -0.4244132 hartree
local minimum a: 0.2829506 bohr^-2
local minimum E: -0.4244148 hartree
s0: 0.6324555 
barrier s, cubic: 0.6316749 
barrier s, first order: 0.6316792 
barrier exponent: 7493.014 bohr^-2
barrier exponent, first order: 7493.117 bohr^-2
  kinetic: 11239.52 hartree
  Coulomb: -138.1333 hartree
  mass-velocity: -5605.896 hartree
  Darwin: 27.5585 hartree
barrier energy: 5523.05 hartree
barrier energy: 150.29 keV
barrier energy, first order: 5523.016 hartree
Dirac 1s energy: -0.500006657 hartree
exponent where E drops below Dirac: 14944.71 bohr^-2
E at a = 1e6 bohr^-2: -9.83054e+07 hartree
merger s^2 with Darwin: 0.18899 
critical Z with Darwin: 82.456 
critical Z without Darwin: 62.714 
upper critical Z: 692.8 
admixture eps = 0.001, b = 100000 bohr^-2
  H_ab: 0.023232 hartree
  H_bb: -847623.9 hartree
  overlap S_ab: 0.0001951 
  norm distance: 0.001 
  energy of mixture: -1.27199 hartree
N=19 a_max=2621.44 bohr^-2: lowest -0.5000066 hartree, roots below -0.6: 0
N=20 a_max=5242.88 bohr^-2: lowest -0.5000067 hartree, roots below -0.6: 0
N=21 a_max=10485.8 bohr^-2: lowest -22284.09 hartree, roots below -0.6: 1
N=22 a_max=20971.5 bohr^-2: lowest -184806.4 hartree, roots below -0.6: 2
N=28 a_max=1.34218e+06 bohr^-2: lowest -1.145855e+09 hartree, roots below -0.6: 8
ratio lowest N=28 / N=27: 4.022 
P(p > c) at barrier: 0.4742 
truncated kinetic at barrier: 5633.63 hartree
exact kinetic at barrier: 8469.85 hartree
first order, N=41, a_max=1.1e+10 bohr^-2
  E nonrel.: -0.499999998 hartree
  <p^4>: 4.99998 bohr^-4
  pi <delta>: 0.999995 bohr^-3
  mass-velocity: -3.32819e-05 hartree
  Darwin: 2.66255e-05 hartree
  sum: -6.6564e-06 hartree
  -1/(8c^2): -6.6564e-06 hartree
  Dirac + 1/2: -6.6566e-06 hartree
  Dirac + 1/2: -0.1811 meV
finished without a failed check
```
